# Haydock Recursion with a Constant Terminator: What Fixes the Band Edges

Suppose the local density of states (LDOS) of a disordered oxide is to decide whether a level is a trap or part of the conduction band. The recursion method gives a finite list of coefficients, and something must be put after the last one. That choice sets where the computed continuum begins, and hence which levels count as traps. If the list is continued with constants $a$ and $b$, the continuum runs from $a-2b$ to $a+2b$. These edges are imposed by the closure. Whether they belong to the material is a separate question.

## From the lattice to a chain

Take a real symmetric Hamiltonian $H$ with one orbital per site, and a normalized home orbital $|0\rangle$. Recursion builds new states by

$$b_n|n+1\rangle=(H-a_n)|n\rangle-b_{n-1}|n-1\rangle,\qquad a_n=\langle n|H|n\rangle ,$$

with $b_{-1}=0$ and $b_n>0$ chosen to normalize $|n+1\rangle$. Here $b_n$ is an energy coupling levels $n$ and $n+1$; its square will enter the fraction.

The new state is orthogonal to all earlier ones. Its overlap with $|n\rangle$ vanishes by the choice of $a_n$. Its overlap with $|n-1\rangle$ vanishes because $\langle n-1|H|n\rangle=b_{n-1}$. For $m<n-1$, $H|m\rangle$ contains no state beyond $|m+1\rangle$, so $\langle m|H|n\rangle=0$. In this basis $H$ is therefore a chain with site energies $a_n$ and positive links $b_n$.

The LDOS follows from $G_0(z)=\langle0|(z-H)^{-1}|0\rangle$. Solve $(z-H)|x\rangle=|0\rangle$ for the chain components $x_n$:

$$(z-a_0)x_0-b_0x_1=1,$$
$$(z-a_n)x_n-b_nx_{n+1}=b_{n-1}x_{n-1}\quad(n\ge1).$$

Let $G_n$ be the first diagonal element of the resolvent of the chain that starts at level $n$. The part from level 1 onward is driven by the source $b_0x_0$ on its first site, so $x_1=G_1b_0x_0$. Inserting this in the first equation, and repeating the argument at each level, gives

$$G_n=\frac{1}{z-a_n-b_n^2G_{n+1}} .$$

With $z=E+i0$, each eigenstate contributes $-\pi\delta(E-E_j)$ times its home weight to $\operatorname{Im}G_0$. Hence $\rho(E)=-\operatorname{Im}G_0(E+i0)/\pi$.

## What goes wrong when the chain is cut

The naive scheme sets $G_N=0$ after $N$ levels. The fraction is then the resolvent of a finite matrix, and $\rho$ is a set of $N$ spikes. Replacing $i0$ by a finite $i\eta$ turns each spike into a Lorentzian, which is nonzero at every energy, so no edge survives.

The spikes also miss the edge. For a finite chain with constant coefficients, the open ends require amplitudes $\sin[\pi j(n+1)/(N+1)]$, up to alternating signs, and the lowest energy is $a-2b\cos[\pi/(N+1)]$. Expanding the cosine puts it above $a-2b$ by about

$$\Delta E\simeq b\left(\frac{\pi}{N+1}\right)^2 .$$

The cure must supply an infinite chain without computing infinitely many levels.

## Closing the fraction

If all levels from $N$ onward have site energy $a$ and coupling $b$, removing the first of them leaves an identical chain. Its end resolvent $T$ therefore satisfies

$$T=\frac1{z-a-b^2T}\quad\Longrightarrow\quad b^2T^2-xT+1=0,\qquad x=z-a .$$

The roots are $[x\pm\sqrt{x^2-4b^2}]/(2b^2)$. A resolvent element must approach $1/x$ at large $|x|$. Since $\sqrt{x^2-4b^2}\simeq x-2b^2/x$ there, the minus sign is needed:

$$T=\frac{x-\sqrt{x-2b}\,\sqrt{x+2b}}{2b^2}.$$

The product of roots fixes the sign on both sides of the band. For real $|x|<2b$, approached from above, the first root is $i\sqrt{2b-x}$ and

$$T=\frac{x-i\sqrt{4b^2-x^2}}{2b^2}.$$

The imaginary part is negative, as a nonnegative LDOS requires. For real $|x|>2b$, $T$ is real. The calculation starts from $G_N=T$ and works back through the computed levels, called the head. The last computed link, $b_{N-1}$, joins head and tail.

## Why the head cannot move the edge

The head could conceivably shift the onset, so the tail's edges must be followed back to the home orbital. At real $E$, take the imaginary part of $1/G_n=E-a_n-b_n^2G_{n+1}$. Since $\operatorname{Im}(1/G_n)=-\operatorname{Im}G_n/|G_n|^2$,

$$-\operatorname{Im}G_n=b_n^2|G_n|^2\,(-\operatorname{Im}G_{n+1}).$$

Applying this from $n=0$ to $N-1$ gives, for $|E-a|<2b$,

$$\rho(E)=\frac{\sqrt{4b^2-(E-a)^2}}{2\pi b^2}\prod_{n=0}^{N-1}b_n^2|G_n(E)|^2 .$$

Inside the interval $\operatorname{Im}G_{n+1}<0$, so the denominator of $G_n$ has a nonzero imaginary part and $G_n$ is finite. The denominator is itself finite, so $G_n$ is not zero. Every factor is positive, and $\rho>0$ throughout the open interval.

Outside it, $T$ and all $G_n$ are real wherever they are finite, so $\rho=0$ except where $G_0$ has a pole. The pole condition has the form $P(E)+Q(E)T(E)=0$ with polynomials $P,Q$. Isolating the square root and squaring gives a polynomial equation, so the poles are finite in number. The continuum edges are thus $a\pm2b$ for any finite head with nonzero links.

The head can still change the shape at the edge. In an infinite one-dimensional chain with hopping $b$, the home orbital couples to the symmetric sum of two neighbours, so $b_0=\sqrt2\,b$ and all later links are $b$. Since $2b^2T=x-\sqrt{x^2-4b^2}$,

$$G_0=\frac1{x-2b^2T}=\frac1{\sqrt{x^2-4b^2}},\qquad
\rho=\frac1{\pi\sqrt{4b^2-x^2}} .$$

The edge now diverges instead of vanishing as a square root, but it has not moved. Between $-1.8b$ and $0.5b$ the terminated fraction gives weight 0.43686, equal to the fraction of wavevectors whose band energies lie there.

## States outside the continuum

A one-level head shows how a trap separates. Let $a_0=a+\delta$ and $b_0=b$. Outside the band write $x=b(y+1/y)$ with $|y|>1$. The two roots for $T$ are $1/(by)$ and $y/b$; the first decays at large $|x|$. Then

$$\frac1{G_0}=x-\delta-b^2T=by-\delta .$$

A pole needs $y=\delta/b$, and hence $|\delta|>b$. It lies at $E=a+\delta+b^2/\delta$. Its weight is the inverse slope of $1/G_0$. From $dx/dy=b(1-1/y^2)$,

$$w=\left[\frac{d(by)}{dx}\right]^{-1}=1-\frac{b^2}{\delta^2}.$$

As $|\delta|$ falls to $b$, the pole reaches the edge and its weight vanishes. A plot of the continuum alone would miss the weight $w$. The norm of the home orbital requires continuum and pole weights to add to one, which makes a useful test for lost states.

In a lattice calculation, lowering the home energy changes $a_0$ alone. The added term is proportional to $|0\rangle\langle0|$, and every later recursion state is orthogonal to $|0\rangle$. One recursion therefore serves for a whole range of trap depths.

## Choosing the constants on a lattice

Consider a simple cubic model of the conduction band of amorphous indium-gallium-zinc oxide. The rough inputs are effective mass $0.34\,m_e$ and cation spacing $d=0.33$ nm. Along one axis the band term is $-2t\cos kd\simeq-2t+td^2k^2$. Matching $td^2$ to $\hbar^2/(2m^*)$, with $\hbar^2/(2m_e)=0.0381$ eV nm², gives

$$t=\frac{0.0381}{0.34\times0.33^2}\ \text{eV}=1.029\ \text{eV}.$$

The clean band runs from $-6t=-6.174$ eV to $+6t$, with the mean site energy as zero. Its edges are reproduced if $a=0$ and $b=3t=3.087$ eV.

A finite cube can supply coefficients of the infinite lattice. For $N$ levels, the last link needs closed walks of $2N$ steps. A walk that leaves an open cube of half-width $N$ and returns needs at least $2(N+1)$. A cube 73 sites wide is therefore enough for 36 levels.

The first links can be found by hand. There are 6 closed walks of two steps and 90 of four, so $b_0^2=6t^2$ and $b_0^2(b_0^2+b_1^2)=90t^4$, which gives $b_1=3t$. The values are 2.5205 and 3.087 eV. The next two, 3.162 and 3.010 eV, lie on either side of $3t$, and the last four lie between 3.085 and 3.090 eV. Using one late coefficient would carry its residual ripple into the edge, doubled by the factor $2b$. Averaging $a_n$ and $b_n$ over the second half of the levels puts the lower edge at $-6.1737$ eV, within 0.001 eV of $-6t$.

By contrast, the lowest spike of the cut 36-level chain lies 0.0227 eV above the true edge. The constant-chain estimate is $3.087(\pi/37)^2=0.0223$ eV. This is also a measure of how finely the head can resolve structure near the edge.

## What a wrong constant does

Keep the clean 36-level head and $a=0$, but reduce $b$ to $0.95\times3t$. The continuum now ends at $\pm5.865$ eV, and eight poles with total weight 0.0067 appear outside it. The same number is found for explicit chains with 2000 and 4000 constant levels, so these states are discrete. The head acts as a well between its closed end and a tail whose band is too narrow. The clean spectrum is symmetric, so four poles lie on each side. Hard-wall levels at $0.0223j^2$ eV above $-6t$ would give three in the 0.309 eV between the two edges, since $\sqrt{0.309/0.0223}=3.7$. The real wall is softer, which lowers the levels and can admit the fourth. A cluster of poles just outside the continuum is thus a reason to suspect $b$ before announcing traps. So is a single pole of very small weight there, which a much smaller error in $b$ can produce: reducing $b$ by 0.1% gives one pole on each side, of weight about $5\times10^{-6}$.

If $b$ is raised to $1.05\times3t$, the edges move to $\pm6.483$ eV and no poles appear. The continuum beyond the true edges carries weight of only $1.6\times10^{-6}$, because states there must tunnel through the head to reach the home orbital. The decay is slow close to the true edges, so half of this weight lies within 0.006 eV of them, and the total falls only as a power of the number of levels, roughly $N^{-4}$. On a linear plot this false continuum would be invisible, yet the formal edge is wrong by 0.309 eV.

## When no constants are right

If the coefficients of the full chain do tend to $a$ and $b$, its spectrum fills the interval $a\pm2b$. The difference from a constant chain then fades along the chain, and such a perturbation can add discrete levels, which may accumulate only at the edges, but cannot move the rest of the spectrum. A spectrum with an internal gap therefore cannot have coefficients that settle to one pair of constants.

A chain with alternating site energies $\pm\Delta$ and hopping $t$ shows this. Its recursion coefficients $a_n$ go on alternating; for $\Delta=1$ eV the ninth and tenth are $+1$ and $-1$ eV. A constant tail matched to the outer edges gives a false midgap LDOS of $3.6\times10^{-5}$ per eV after ten levels. It is small at midgap because the head attenuates it most strongly near there, but the product formula forbids it to vanish. Towards the gap edges it grows, to $8\times10^{-3}$ per eV at $E=0.9$ eV, and the whole gap holds a false weight of about 0.004. The same tail also produces a false pole of weight 0.005 at $-2.32$ eV, just outside the true spectrum.

The remedy is a tail with period two:

$$T_+=\frac1{E-\Delta-t^2T_-},\qquad T_-=\frac1{E+\Delta-t^2T_+}.$$

Clearing denominators gives $(E-\Delta)T_+=1+t^2T_+T_-=(E+\Delta)T_-$. Eliminating $T_-$,

$$t^2\frac{E-\Delta}{E+\Delta}T_+^2-(E-\Delta)T_++1=0 .$$

$T_+$ is complex when the discriminant is negative:

$$(E-\Delta)^2-4t^2\frac{E-\Delta}{E+\Delta}
=\frac{E-\Delta}{E+\Delta}\left[E^2-\Delta^2-4t^2\right]<0 .$$

The prefactor has the sign of $E^2-\Delta^2$, so the condition becomes $\Delta^2<E^2<\Delta^2+4t^2$. This tail has two bands and leaves the gap empty, provided it continues the alternation of the head. Here the tenth level has site energy $-1$ eV, so the fraction is closed with $G_{10}=T_+$. Closing it with $T_-$ would put two equal site energies side by side and create a false state in the gap.

## Disorder: a usable edge, but no tail

Now give the sites independent random energies, uniform over a full width of 1 eV, while the home energy stays at zero. Six samples place the lower edge at $-6.193$ eV on average, with a standard deviation of 0.0015 eV. This is 0.019 eV below the clean estimate. The last digit depends on the number of levels: with 48 to 72 levels the edge of the first sample drops by a further 0.002 eV. In the first sample the averages are $a=0.0006$ eV and $b=3.0966$ eV, so

$$a-2b=0.0006-6.1932=-6.1926\ \text{eV}.$$

No poles appear in that sample, and the continuum carries the whole weight to the printed precision. Its LDOS at $-6.0$ eV is 0.0088 per eV, against 0.0103 for the clean lattice: about 15% lower than the clean value, at this one site and with 36 levels. Adding levels changes this figure by a few percentage points, to 11–12% lower with 48 to 72 levels. The sign is not general: in the other five samples the LDOS at this energy is 3% to 27% above the clean value.

The small scatter does not make $-6.193$ eV the bottom of the spectrum. The lowest conceivable energy is $-6t-0.5=-6.674$ eV, the Lifshitz limit. Consider a cube of $L^3$ sites, all at $-0.5$ eV. With zero amplitude outside, its lowest energy is

$$E_L=-6.674+6t\left[1-\cos\frac{\pi}{L+1}\right]\ \text{eV}.$$

For $L=7$ this is $-6.674+6.174\times0.0761=-6.204$ eV, below the computed edge. The cube state is a valid trial state for the full lattice, so by the variational principle the lattice has a state at or below this energy.

Such cubes are extremely rare, but an infinite sample contains infinitely many close approximations to them, and larger ones reach towards $-6.674$ eV. Infinitely many tail states cannot be represented by a finite number of poles. Provided these states have some amplitude, however small, on the home orbital, the averaged coefficients are a plateau seen by 36 levels and not the limits of an infinite list. The terminator gives the edge of the main band at this resolution; it does not give the band tail.

A strong local defect is a different matter. Lowering the home orbital of the first sample by 5 eV, a round model depth, produces a pole at $-6.491$ eV, which is 0.299 eV below the edge. Direct diagonalization of a block 25 sites wide gives the same energy to the printed 0.00001 eV. The home weight is 0.573 in both calculations, and the continuum holds the remaining 0.427. This trap is separated from the computed continuum by much more than the 0.02 eV resolution, so its classification is not sensitive to the last digits of $a$ and $b$.

## Reading the number for a real oxide

The mass and spacing are rough values for this oxide family, while the 1 eV disorder width is a model choice. The full model bandwidth, $12t\simeq12.3$ eV, should not be taken as a real spectrum, since one orbital per site cannot describe the higher bands; the part near the lower edge is the part of interest. An amorphous network also breaks the assumption of six equal bonds. With the site energies of the first sample held fixed, removing 5% of the bonds at random raises the estimated edge by 0.22 eV. A 5% spread in bond length, with hopping proportional to inverse length squared, lowers it by 0.065 eV. These come from one draw of the bonds with 36 levels; another draw, or more levels, moves them by up to about 0.01 eV. Both exceed the 0.019 eV shift from site disorder, so the network model matters more here than refining the terminator. Non-parabolicity can be gauged with a two-band estimate. Let $x=\hbar^2k^2/(2m_e)$, and take the energy above the edge as $\varepsilon=x+\tfrac12E_g\left[\sqrt{1+4x(m_e/m^*-1)/E_g}-1\right]$, which reduces to $xm_e/m^*$ at small $x$. The density of states is proportional to $d(x^{3/2})/d\varepsilon$. With a rough gap $E_g=3.1$ eV, it is about 3.5% above the parabolic value at $\varepsilon=0.1$ eV. At 300 K the thermal energy is 0.026 eV, so occupation is smeared over more than the site-disorder shift.

A rough tail width of 0.015 eV lies below the 0.022 eV resolution of this head. Setting $b(\pi/(N+1))^2=0.015$ eV gives $N+1\simeq45$, so more levels would begin to resolve that energy scale. They would still end in a square-root terminator, and a tail would have to come from the head, from averaging over many home sites, or from a different closure. For this model, then, $a-2b$ can be used to separate a deep trap on the home orbital from the main band when the averaged coefficients have settled, the spectrum has no internal gap and the separation is well above the resolution. It should not be used to read off a tail width, or the mobility edge, where localized states give way to extended ones. A deep trap many sites from the home orbital also needs care: it can disturb the late coefficients and so shift the averaged edge. Such a trap is better studied with the home orbital placed on it. The remaining coefficients and LDOS values are in the numerical output.

## Numbers as computed

```
effective mass (rough input) = 0.34 m_e
cation spacing (rough input) = 0.33 nm
full width of site disorder (input) = 1.00 eV
hopping = 1.0290 eV
levels = 36, lattice side = 73 sites
1D weight from -1.8 to 0.5 hop: fraction 0.43686, k count 0.43686
clean b, first four levels = [2.5205 3.087  3.1623 3.0098] eV
clean b, last four levels = [3.0898 3.0863 3.0854 3.09  ] eV
clean settled b = 3.0869 eV; 3 hop = 3.0870 eV
clean edge: estimated -6.1737, exact -6.1740 eV
lowest bare level above exact edge = 0.0227 eV
resolution law b(pi/(N+1))^2 = 0.0223 eV
b times 0.95: edges +-5.8653 eV, 8 poles
  pole weight 6.748e-03, false continuum 0.000e+00
b times 1.05: edges +-6.4827 eV, 0 poles
  pole weight 0.000e+00, false continuum 1.620e-06
sample 1, a of first four levels = [0.     0.0474 0.0173 0.0508] eV
sample 1, b of first four levels = [2.5205 3.1053 3.1553 3.0299] eV
sample 1 settled a = 0.0006 eV, b = 3.0966 eV
sample 1 edges = -6.1926 and 6.1937 eV
sample 1 continuum weight = 1.000000
sample 1 poles = 0, weight = 0.000e+00
lower edge, mean of 6 samples = -6.1931 eV
standard deviation of lower edge = 0.0015 eV
extreme (Lifshitz) lower limit = -6.6740 eV
LDOS at -6.0 eV: sample 1 0.00882, clean exact 0.01034 per eV
LDOS at -5.5 eV: sample 1 0.02120, clean exact 0.02172 per eV
LDOS at -5.0 eV: sample 1 0.03143, clean exact 0.03076 per eV
LDOS at -3.0 eV: sample 1 0.07299, clean exact 0.07439 per eV
LDOS at 0.0 eV: sample 1 0.15079, clean exact 0.13865 per eV
trap depth (input) = 5.0 eV
trap pole = -6.49112 eV, lattice = -6.49112 eV
trap level below sample 1 edge = 0.2986 eV
trap home weight: pole 0.57324, lattice 0.57325
trap continuum weight = 0.42676
all-low cube with state below mean edge: side 7 sites, 343 sites in all
lowest state of that cube = -6.2040 eV
gapped chain: site energies +-1.0 eV, last two a = [ 1. -1.] eV
false LDOS at midgap, 10 levels = 3.597e-05 per eV
edge shift, 5% bond-length spread = -0.0647 eV
edge shift, 5% missing bonds = 0.2220 eV
thermal energy at 300 K = 0.0259 eV
rough tail width (input) = 0.015 eV
rough band gap (input) = 3.1 eV
two-band DOS change 0.1 eV above edge = 3.46 %
```
